# Chemical diffusion of charged metal vacancies compensated by holes

A metal-deficient oxide takes up oxygen by forming metal vacancies. Each vacancy carries charge $-ze$ relative to the perfect lattice, with $z>0$, and the charge is balanced by holes of charge $+e$. This problem asks how fast a change of composition spreads when the holes are much more mobile than the vacancies.

Take one dimension $x$ and a prime for $\partial/\partial x$. The vacancy and hole densities are $c$ and $p$, their diffusivities $D_V$ and $D_h$, and their particle fluxes $J_V$ and $J_h$, measured relative to the immobile oxygen sublattice. The reduced field is $g=eE/kT$, an inverse length. Unless a part says otherwise, the defects are dilute and non-interacting, the holes are non-degenerate, all vacancies have the same charge, there are no charged impurities, and the temperature is uniform.

## (a) The internal field

**Write the two fluxes. Find the field that a vacancy gradient sets up when the oxide is locally neutral and carries no current.**

**Solution.** A particle under a force $F$ drifts with velocity $DF/kT$, by the Einstein relation. The force is $-zeE$ on a vacancy and $+eE$ on a hole. Adding drift to ordinary diffusion gives

$$J_V=-D_V(c'+zcg),\qquad J_h=-D_h(p'-pg). \tag{1}$$

Neutrality means $p=zc$. The current density is $e(J_h-zJ_V)$. In a neutral slab it cannot vary with $x$, since charge would otherwise accumulate. Oxygen exchange at a free surface creates or removes a vacancy together with its $z$ holes, so no net charge crosses the surface. The current therefore vanishes throughout, and $J_h=zJ_V$.

Inserting $p=zc$ in (1) turns this condition into

$$-zD_h(c'-cg)=-zD_V(c'+zcg).$$

Divide by $-z$ and collect the field terms on one side:

$$cg\,(D_h+zD_V)=(D_h-D_V)\,c'. \tag{2}$$

If holes are the faster species, $g$ has the sign of $c'$: the field points towards higher vacancy density. The force on the negative vacancies points the other way, down their own gradient. Holes tend to run ahead, and the field holds them back while it pulls the vacancies along.

## (b) The chemical diffusivity

**Define the chemical diffusivity $\tilde D$ by $J_V=-\tilde D c'$. Find it for any ratio $D_h/D_V$, then for fast holes, equal diffusivities and slow holes.**

**Solution.** Put $cg$ from (2) into the vacancy flux:

$$J_V=-D_Vc'\left[1+\frac{z(D_h-D_V)}{D_h+zD_V}\right]
=-D_Vc'\,\frac{D_h+zD_V+zD_h-zD_V}{D_h+zD_V}.$$

The terms $\pm zD_V$ cancel, so

$$\tilde D=\frac{(1+z)D_VD_h}{D_h+zD_V}. \tag{3}$$

For $D_h\gg zD_V$ the denominator tends to $D_h$, and

$$\boxed{\tilde D=(1+z)D_V} \tag{4}$$

with a relative error of about $zD_V/D_h$. The "1" is ordinary diffusion and the "$z$" is drift: for fast holes (2) becomes $cg=c'$, so the drift term $zcg$ in (1) is $z$ times the diffusion term.

For $D_h=D_V$ neither species runs ahead, the field vanishes, and $\tilde D=D_V$. For $D_h\ll D_V$ the holes set the pace: $\tilde D=(1+z)D_h/z$, and the field then retards the vacancies.

Since $\tilde D$ does not contain $c$, the balance $\partial_tc=-J_V'$ gives the linear equation $\partial_tc=\tilde Dc''$ even for large variations of $c$.

These statements were tested by integrating the fluxes (1) together with Poisson's equation, without imposing neutrality. The slab had blocking walls, 60 cells and the initial profile $1+0.6\cos\pi x+0.2\cos2\pi x$, with $x$ in units of its thickness. The hole screening length defined in part (c) was 0.003 of the thickness at the mean density. With $D_h/D_V=10^4$, the decay gave $\tilde D/D_V=1.9993$, $2.9985$ and $3.9976$ for $z=1,2,3$. For $z=2$ and $D_h/D_V=0.2$ it gave $0.2727$, in agreement with (3). The drift-to-diffusion ratio was then $-0.7273$; the minus sign is the retarding field.

## (c) Why neutrality matters

**Keep the holes fast, but replace neutrality by Poisson's equation. How does a weak composition wave of wavenumber $q$ decay?**

**Solution.** With permittivity $\varepsilon$, Poisson's equation $E'=e(p-zc)/\varepsilon$ becomes

$$g'=\frac{e^2}{\varepsilon kT}(p-zc).$$

Write $c=c_0+c_1$ and $p=p_0+p_1$, where $p_0=zc_0$ and the small parts vary as $\cos qx$. The uniform state has no field, so $g$ is itself small.

From (1), $p'-pg=-J_h/D_h$. The holes follow the slow vacancies, so $J_h$ stays finite while $D_h$ is very large, and the right side can be dropped. To first order $p_1'=p_0g$. Differentiate once more and use Poisson's equation:

$$-q^2p_1=p_0g'=\frac{p_1-zc_1}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon kT}{e^2p_0}.$$

Here $\lambda$ is the hole Debye length. Multiplying by $\lambda^2$ and solving for $p_1$,

$$p_1=\frac{zc_1}{1+q^2\lambda^2}.$$

The vacancy balance to first order is $\partial_tc_1=D_V(c_1''+zc_0g')$. Since $zc_0=p_0$ and $p_0g'=-q^2p_1$,

$$\partial_tc_1=-D_Vq^2(c_1+p_1)
=-D_V\left[1+\frac{z}{1+q^2\lambda^2}\right]q^2c_1. \tag{5}$$

The bracket is the effective diffusivity divided by $D_V$. For waves long compared with $\lambda$, the holes copy the vacancy profile and the bracket is $1+z$. For very short waves the holes stay nearly uniform, since copying the profile would cost them too steep a gradient. The field then has little effect and the bracket tends to 1.

For $z=1$ and $D_h/D_V=10^6$, the slow eigenvalue of the linearized two-species equations gives $1.9999$, $1.5000$ and $1.0099$ at $q\lambda=0.01$, $1$ and $10$, in agreement with (5). Fast holes alone are therefore not enough: the composition must also vary over lengths well above the Debye length.

## (d) Oxygen pressure and mixed charge states

**Recover the fast-hole result from the defect equilibrium with oxygen gas. Then extend it to vacancies that hold different charges but have the same diffusivity.**

**Solution.** Consider an oxide MO, such as NiO, which has one metal site per oxygen site. Taking up half an oxygen molecule then adds one oxygen site, one vacancy and $z$ holes:

$$\tfrac12\mathrm{O_2}\;\rightleftharpoons\;\mathrm{O_O}+V^{z-}+z\,h^+ .$$

For dilute defects the oxygen sites have constant activity, and mass action reads $cp^z=Kp_{\mathrm{O_2}}^{1/2}$. With $p=zc$ the left side is $z^zc^{1+z}$, hence

$$c\propto p_{\mathrm{O_2}}^{1/[2(1+z)]}. \tag{6}$$

Let $a\propto cp^z$ be the activity of the neutral combination of one vacancy and $z$ holes. Fast holes have $g=p'/p=(\ln p)'$, so (1) gives

$$J_V=-D_Vc\,[(\ln c)'+z(\ln p)']=-D_Vc(\ln a)'. \tag{7}$$

Neutrality makes $(\ln a)'=(1+z)(\ln c)'$, which returns (4). The $1+z$ in the pressure exponent and the $1+z$ in the diffusivity have the same origin: one unit of composition brings $1+z$ independent particles.

Now let vacancies of charge $-se$ have density $c_s$, with rapid exchange of holes between the charge states. Define

$$c=\sum_sc_s,\qquad p=\sum_ssc_s,\qquad S=\sum_ss^2c_s.$$

The middle equation is neutrality. Summing the vacancy fluxes with $g=p'/p$,

$$J_V=-D_V\sum_s\left(c_s'+sc_s\frac{p'}p\right)=-D_V(c'+p'),
\qquad \frac{\tilde D}{D_V}=1+\frac{dp}{dc}. \tag{8}$$

To find the slope, use $c_s\propto a\,p^{-s}$, which means $dc_s=c_s(d\ln a-s\,d\ln p)$. Summing directly, and then with weight $s$,

$$dc=c\,d\ln a-p\,d\ln p,\qquad dp=p\,d\ln a-S\,d\ln p.$$

Since $dp=p\,d\ln p$, the second relation gives $d\ln a=[(p+S)/p]\,d\ln p$. The first then becomes $dc=[c(p+S)/p-p]\,d\ln p$. Dividing,

$$\frac{dp}{dc}=\frac{p^2}{c(p+S)-p^2},\qquad
\frac{\tilde D}{D_V}=\frac{p+S}{p+S-p^2/c}. \tag{9}$$

For a single charge state $p=zc$ and $S=z^2c$, and (9) gives $1+z$. For a mixture, one cannot simply replace $z$ by the mean charge $p/c$. The denominator of $dp/dc$ is $cp+(cS-p^2)$, and $cS\ge p^2$ by the Cauchy–Schwarz inequality, so $dp/dc\le p/c$. As vacancies are added, $p$ rises and some of them capture holes, which lowers their charge.

Take 90 % singly and 10 % doubly charged vacancies. Then $p/c=1.1$, $S/c=1.3$ and $\tilde D/D_V=2.4/(2.4-1.21)=2.017$, whereas the mean charge would suggest 2.1.

## (e) A nickel oxide slab

**A NiO slab 100 µm thick, open on both faces, is held at 1273 K while the oxygen pressure is raised from 380 to 760 Torr. Take $z=1$, a vacancy site fraction of $10^{-4}$ at 760 Torr, $D_V=10^{-7}$ cm²/s and a hole mobility of 0.5 cm²/Vs. Find the chemical diffusivity, the slowest relaxation time and the initial potential difference between surface and centre. Assume that the surfaces reach equilibrium with the gas at once.**

**Solution.** By (6) the site fraction varies as $p_{\mathrm{O_2}}^{1/4}$, so it starts at $10^{-4}\times(380/760)^{1/4}=8.41\times10^{-5}$.

With $kT=0.1097$ eV, the Einstein relation gives $D_h=0.5\times0.1097=0.055$ cm²/s. Then $zD_V/D_h=1.8\times10^{-6}$, and the holes are fast by a wide margin. Equation (4) gives

$$\tilde D=2\times10^{-7}\ \mathrm{cm^2/s}=20\ \mathrm{\mu m^2/s}.$$

After the step both faces have the new composition. The remaining deviation vanishes there and can be expanded in $\sin(n\pi x/L)$, where $L$ is the thickness. Each term decays at the rate $\tilde Dn^2\pi^2/L^2$, and $n=1$ is slowest:

$$\tau=\frac{L^2}{\pi^2\tilde D}
=\frac{(10^{-2}\ \mathrm{cm})^2}{\pi^2\times2\times10^{-7}\ \mathrm{cm^2/s}}
\approx51\ \mathrm{s}.$$

Leaving out the field, at the same $D_V$, would give 101 s. Conversely, reading a measured $\tilde D$ as the vacancy diffusivity would make $D_V$ too large by a factor of two here.

For fast holes $E=(kT/e)(\ln c)'$. This uses neutrality, so by part (c) it holds once the new profile is much wider than the Debye length, that is for times well above $\lambda^2/D_V\approx10^{-6}$ s; before that the potential is still building up. The potential $\phi$ obeys $\phi'=-E$, so at such times, while the centre still has its old composition ($t\ll\tau$),

$$\phi_{\rm surface}-\phi_{\rm centre}
=-\frac{kT}{e}\ln\frac{c_{\rm surface}}{c_{\rm centre}}
=-0.1097\ \mathrm V\times\tfrac14\ln2=-19\ \mathrm{mV}.$$

The surface is negative relative to the centre, which drives the negative vacancies inwards. This modest voltage doubles their flux.

## (f) How far can the factor be trusted?

**For the same slab, estimate the effects of space charge, fixed donors, Coulomb interaction, hole degeneracy and an uncertain vacancy charge.**

**Solution.** A cubic cell of edge 0.418 nm with four metal sites gives $5.48\times10^{22}$ sites per cm³, hence $c=p=5.48\times10^{18}$ cm⁻³ at the final pressure.

*Space charge.* With relative permittivity 12 the hole Debye length is 3.6 nm. For the slowest mode $q=\pi/L$, and $(q\lambda)^2=1.3\times10^{-8}$. By (5), neutrality is an excellent approximation on the scale of this slab.

*Fixed donors.* Let immobile, singly charged donors have uniform density $N$. Neutrality becomes $p+N=zc$, so $p'=zc'$. Fast holes still have $g=p'/p=zc'/p$, and (1) gives

$$\frac{\tilde D}{D_V}=1+\frac{z^2c}{p},\qquad p=zc-N.$$

Donors on 10 ppm of the metal sites, against 100 ppm of vacancies, leave $p/c=0.9$. The factor rises from 2 to 2.11.

*Coulomb interaction.* Each charge attracts a screening cloud. The screened potential differs from the bare one by a term proportional to $(e^{-\kappa r}-1)/r$, which tends to $-\kappa$ at the charge. A charge $se$ thus sits in the cloud potential $-se\kappa/(4\pi\varepsilon)$, where

$$\kappa^2=\frac{e^2}{\varepsilon kT}(z^2c+p)=4\pi l_Bz(1+z)c,\qquad
l_B=\frac{e^2}{4\pi\varepsilon kT}.$$

Switch on all charges together as a fraction $\xi$ of their final values. Both the cloud potential's charge factor and $\kappa$ grow as $\xi$, so the work contains $\int_0^1\xi^2d\xi=1/3$. Per unit volume and in units of $kT$ it is

$$-\frac{\kappa}{3}\,\frac{e^2(z^2c+p)}{4\pi\varepsilon kT}=-\frac{\kappa^3}{12\pi}.$$

The free energy density, apart from terms linear in $c$, is therefore

$$\frac f{kT}=c(\ln c-1)+p(\ln p-1)-\frac{\kappa^3}{12\pi},\qquad p=zc.$$

Its derivative with respect to $c$ is the chemical potential, over $kT$, of a vacancy with its $z$ holes. This replaces $\ln a$ in (7), so $\tilde D/D_V=c\,d^2(f/kT)/dc^2$. The ideal terms give $1+z$. As $\kappa^3\propto c^{3/2}$, its second derivative is $\tfrac34\kappa^3/c^2$, and

$$\frac{\tilde D}{D_V}=1+z-\frac{\kappa^3}{16\pi c}.$$

For $z=1$ the last term equals $\kappa l_B/2$. With $l_B=1.09$ nm and $1/\kappa=2.58$ nm it is 0.21, and the factor falls to 1.79, which is 11 % below the ideal value. This is an estimate: $\kappa l_B=0.42$ is not very small, and the effect of the interaction on the vacancy mobility is left out. Treating the charges as points overstates the drop. If they cannot come closer than a distance $d$, the extended Debye–Hückel form divides the last term by $(1+\kappa d)^2$, and $d=0.3$ to $0.42$ nm gives 1.83 to 1.84 instead of 1.79.

*Hole degeneracy.* For a parabolic band with effective density of states $N_v$, expanding the Fermi integral in $e^\eta$ gives $p/N_v=e^\eta-e^{2\eta}/\sqrt8+\dots$, where $\eta kT$ is the hole chemical potential measured from the band edge. Inversion gives $\eta\approx\ln(p/N_v)+p/(\sqrt8N_v)$. Zero net force on the holes now requires $g=\eta'$, so the drift contribution $z$ is multiplied by $1+p/(\sqrt8N_v)$. With the free-electron mass $N_v=2.19\times10^{20}$ cm⁻³, and the factor becomes 2.009. If the holes hop between ions instead, this band estimate does not apply.

*Vacancy charge.* Equation (9) gives 1.82 if 10 % of the vacancies are neutral and the rest singly charged, 2.29 for equal shares of singly and doubly charged vacancies, and 3 if all are doubly charged. At fixed $D_V$, the last case shortens the relaxation time to $101/3\approx34$ s. These are ideal values, and the Coulomb term grows steeply with charge. For $z=2$ at the same density it equals $\tfrac32\kappa l_B=1.10$, too large for the point-charge formula to be reliable. With $d=0.3$ to $0.42$ nm the factor is about 2.2 to 2.3 rather than 3, and the time about 44 s.

**Comparison with real NiO.** The site fraction, diffusivity, mobility and permittivity used here are round illustrative values, not data for a particular crystal; so are the donor content and charge-state shares. With these values, the vacancy charge moves the ideal result furthest, by up to 50 % at fixed $D_V$. The effects are not independent, however: with Coulomb interaction included, going from $z=1$ to $z=2$ raises the factor only from about 1.8 to about 2.3. A higher donor content can matter as much: at the same vacancy density, 50 ppm of donors would also raise the factor from 2 to 3. For $z=1$, Coulomb interaction and 10 ppm of donors shift it by about 8 to 11 % downwards and 6 % upwards. A real surface also exchanges oxygen at a finite rate. That leaves $\tilde D$ unchanged but lengthens the re-equilibration, so 51 s is the diffusion-limited time of the ideal model. The numerical output below lists the values used.

## Calculated quantities

```
Full drift-diffusion-Poisson simulation (dimensionless):
 z=1 Dh/Dv=10000: D_chem/Dv=1.9993 (formula 1.9998), drift/diffusion=0.9997
 z=2 Dh/Dv=10000: D_chem/Dv=2.9985 (formula 2.9994), drift/diffusion=1.9992
 z=3 Dh/Dv=10000: D_chem/Dv=3.9976 (formula 3.9988), drift/diffusion=2.9985
 z=2 Dh/Dv=2: D_chem/Dv=1.4997 (formula 1.5000), drift/diffusion=0.5000
 z=2 Dh/Dv=0.2: D_chem/Dv=0.2727 (formula 0.2727), drift/diffusion=-0.7273
Linearized equations, z=1, D_eff/Dv at q*Debye length = 0.01, 1, 10: 1.9999, 1.5000, 1.0099
Example: NiO slab, rough parameters
 temperature = 1273 K, kT = 0.1097 eV
 thickness = 100 um, vacancy charge z = 1
 oxygen pressure: 380 -> 760 Torr
 vacancy site fraction: 8.409e-05 -> 1.000e-04
 pressure exponent of vacancy fraction = 0.2500
 lattice parameter = 0.418 nm
 metal site density = 5.477e+22 cm^-3
 final vacancy density = hole density = 5.477e+18 cm^-3
 vacancy diffusivity = 1.00e-07 cm2/s
 hole mobility = 0.50 cm2/Vs
 hole diffusivity = 5.485e-02 cm2/s
 chemical diffusivity = 2.000e-07 cm2/s = 20.00 um2/s
 slowest relaxation time = 50.7 s = 0.84 min
 time if the field were forgotten = 101.3 s
 initial potential, surface minus centre = -19.0 mV
Neglected effects (D_chem/Dv, ideal value 1+z):
 finite hole speed: relative loss z*Dv/Dh = 1.82e-06
 relative permittivity = 12
 hole Debye length = 3.64 nm
 space charge: (pi*Debye length/thickness)^2 = 1.31e-08
 Bjerrum length = 1.09 nm
 screening length, both carriers = 2.58 nm
 Coulomb interaction: D_chem/Dv = 1.788 (-10.6 %)
 charge states z=1 only: D_chem/Dv = 2.000
 charge states z=2 only: D_chem/Dv = 3.000
 charge states 10% neutral, 90% z=1: D_chem/Dv = 1.818
 charge states 90% z=1, 10% z=2: D_chem/Dv = 2.017
 charge states 50% z=1, 50% z=2: D_chem/Dv = 2.286
 fixed donors, 10 ppm of metal sites: D_chem/Dv = 2.111
 band density of states, free mass = 2.193e+20 cm^-3
 hole degeneracy: D_chem/Dv = 2.0088
 thermal electrons/holes, gap 3.5 eV: 2.2e-11
```
